# Longitudinal half-wave voltage of a KDP Pockels cell

## Problem

A crystal of potassium dihydrogen phosphate (KDP, point group $\bar{4}2m$) is cut with its end faces perpendicular to the optic axis $z$. A voltage $V$ between the faces produces a static field along $z$, and a beam of vacuum wavelength $\lambda=633$ nm travels along the same axis. The ordinary index is $n_o=1.507$ and the electro-optic coefficient is $r_{63}=10.6$ pm/V.

1. Find the polarizations that pass through the crystal unchanged, and their refractive indices.
2. The half-wave voltage $V_\pi$ is the voltage at which these two polarizations leave with a relative phase of $\pi$. Calculate it, and determine how it depends on the crystal length $L$.
3. Find the transmission between crossed polarizers set along the crystal axes $x$ and $y$.
4. Discuss what limits the choice of length in practice.

Assume that the whole voltage drops inside the crystal, and ignore absorption and reflection in parts 1 to 3.

## Solution

### 1. Polarizations and indices

**What the field can change.** The impermeability $\eta$ is the inverse of the relative permittivity tensor, so $\mathbf E_{\rm opt}=\eta\,\mathbf D/\varepsilon_0$ for the optical fields. Without a static field it is diagonal, with elements $1/n_o^2,\,1/n_o^2,\,1/n_e^2$, where $n_e$ is the extraordinary index. To first order a static field $\mathbf E$ adds

$$\Delta\eta_{ij}=\sum_k r_{ijk}E_k .$$

For a field along $z$ we need the coefficients $r_{ijz}$. Each must keep its value under every symmetry operation of the crystal, and it transforms like the corresponding product of coordinates.

- A half-turn about $x$ takes $(x,y,z)$ to $(x,-y,-z)$. It reverses the sign of $r_{xxz}$, $r_{yyz}$, $r_{zzz}$ and $r_{yzz}$, which must therefore vanish.
- A half-turn about $z$ takes $(x,y,z)$ to $(-x,-y,z)$. It reverses $r_{xzz}$, which must also vanish.
- The coefficient $r_{xyz}$ survives both. It also survives the fourfold rotation-inversion, $(x,y,z)\to(y,-x,-z)$, because $(y)(-x)(-z)=xyz$.

The contracted index 6 stands for the pair $xy$, and for the impermeability this contraction carries no factor of 2. Hence

$$\Delta\eta_{xy}=\Delta\eta_{yx}=r_{63}E ,$$

where $E$ is the field along $z$, and all other first-order changes are zero.

The same argument covers the second-order change, proportional to $E^2$. The half-turn about $x$ forbids an $xy$ element, and the fourfold operation makes the $xx$ and $yy$ elements equal. The quadratic effect therefore shifts both transverse indices together and produces no birefringence for light along $z$.

**The wave equation.** For a plane wave along $z$ with wave number $k=n\omega/c$, $\nabla\cdot\mathbf D=0$ makes $\mathbf D$ transverse. Maxwell's curl equations give $k^2\mathbf E_\perp=\mu_0\omega^2\mathbf D$, where $\mathbf E_\perp$ is the transverse part of the optical field. Inserting $\mathbf E_\perp=\eta_\perp\mathbf D/\varepsilon_0$ and $\mu_0\varepsilon_0=1/c^2$ gives

$$\eta_\perp\mathbf D=\frac{1}{n^2}\,\mathbf D,\qquad
\eta_\perp=\begin{pmatrix}1/n_o^2 & r_{63}E\\ r_{63}E & 1/n_o^2\end{pmatrix}.$$

The polarizations that pass unchanged are the eigenvectors of this matrix, and the eigenvalues give the indices:

$$\mathbf e_1=\frac{1}{\sqrt2}(1,1),\quad \frac1{n_1^2}=\frac1{n_o^2}+r_{63}E;\qquad
\mathbf e_2=\frac{1}{\sqrt2}(1,-1),\quad \frac1{n_2^2}=\frac1{n_o^2}-r_{63}E .$$

The induced axes lie at $\pm45^\circ$ to $x$. Their directions do not depend on the strength of the field.

**Index difference.** Let $u=n_o^2r_{63}E$. Then $n_1=n_o(1+u)^{-1/2}$ and $n_2=n_o(1-u)^{-1/2}$. The expansion

$$(1+u)^{-1/2}=1-\tfrac12u+\tfrac38u^2-\tfrac5{16}u^3+\dots$$

gives, since the even terms cancel in the difference,

$$\Delta n=n_2-n_1=n_o\left(u+\tfrac58u^3+\dots\right)\approx n_o^3r_{63}E .$$

The first neglected term is smaller than the retained one by the factor $5u^2/8$.

### 2. The half-wave voltage

Over a short distance $dz$ the two polarizations acquire a relative phase $(2\pi/\lambda)\,\Delta n\,dz$. The induced axes point the same way in every slice, so these phases add:

$$\Gamma=\frac{2\pi}{\lambda}\int_0^L\Delta n\,dz
=\frac{2\pi}{\lambda}\,n_o^3r_{63}\int_0^LE(z)\,dz
=\frac{2\pi n_o^3r_{63}V}{\lambda}.$$

The last step uses the definition of voltage as the line integral of the field. Setting $\Gamma=\pi$ gives

$$\boxed{V_\pi=\frac{\lambda}{2n_o^3r_{63}}}$$

**Numbers.** With $n_o^3=3.4225$, the product $n_o^3r_{63}$ is 36.28 pm/V, and

$$V_\pi=\frac{633\times10^{-9}\ \text{m}}{2\times36.28\times10^{-12}\ \text{m/V}}=8.72\times10^3\ \text{V}\approx8.7\ \text{kV}.$$

Two figures are appropriate. With the other inputs held fixed, a coefficient quoted as 10.6 pm/V may lie anywhere between 10.55 and 10.65 pm/V, which moves the result between 8.77 and 8.68 kV.

**Why the length drops out.** In a uniform field, $E=V/L$. At fixed voltage, doubling the length halves the field and the index difference, but the light travels twice as far. At the half-wave voltage the field is about 17 kV/cm in a crystal 5 mm long, 4.4 kV/cm in one of 20 mm and 1.7 kV/cm in one of 50 mm.

For the 20 mm crystal the indices are $n_1=1.5069921$ and $n_2=1.5070079$. Their difference is only $1.58\times10^{-5}$, but over 20 mm it amounts to half a wavelength of path. Cutting the expansion after its first term then costs only a fraction $5u^2/8=6.9\times10^{-11}$. This figure does not include electro-optic effects of higher order in the field.

The integral also shows that the field need not be uniform. A field on the beam axis that is stronger near the ends than in the middle gives the same phase for the same voltage. What counts is the potential difference along the beam inside the crystal. With ring electrodes around the ends, the potential at the centre of a face can differ from that of the ring, and the voltage applied to the rings must then exceed $V_\pi$.

**Two crystals in series.** Lengthening the crystal does not lower the voltage, but dividing the path between two crystals does. Let the beam pass through two identical crystals with the same orientation and field direction, each with the full voltage $V$ across it. The phases add to $2\Gamma$, so a total phase of $\pi$ needs $V_\pi/2=4.36$ kV.

### 3. Transmission between crossed polarizers

Light polarized along $x$ enters as $(\mathbf e_1+\mathbf e_2)/\sqrt2$. If the two parts acquire phases $\phi_1$ and $\phi_2$, the amplitude along $y=(\mathbf e_1-\mathbf e_2)/\sqrt2$ at the exit is

$$a_y=\tfrac12\left(e^{i\phi_1}-e^{i\phi_2}\right).$$

With $\Gamma=\phi_2-\phi_1$, the transmitted fraction is

$$T=|a_y|^2=\tfrac12(1-\cos\Gamma)=\sin^2\frac{\Gamma}{2}=\sin^2\left(\frac{\pi V}{2V_\pi}\right).$$

The cell is dark at zero voltage. It transmits 0.146 of the light at $V_\pi/4$, one half at $V_\pi/2$ and all of it at $V_\pi$, where the polarization has turned from $x$ to $y$.

Near zero voltage $T$ grows as $V^2$, so a small signal gives a weak and distorted response. At $V_\pi/2=4.36$ kV the slope $dT/dV=\pi/(2V_\pi)$ is greatest and the curvature vanishes. This quarter-wave voltage is therefore the natural bias for analogue modulation.

### 4. What limits the length

**Short crystals.** The required field grows as $1/L$. Air breaks down at roughly 30 kV/cm across a gap of about a centimetre, and at a somewhat higher field across a gap of a few millimetres. The mean field at $V_\pi$ reaches 30 kV/cm when $L=2.9$ mm. This is an estimate of scale, not a safe design length, because the field near electrode edges can exceed the mean.

**Long crystals.** A tilted beam sees some of the natural birefringence of KDP. Let its wave normal lie at a small angle $\theta$ to $z$ inside the crystal, and set the static field to zero for the moment. The entrance face fixes the tangential wave number, $k_0q$, with $k_0=2\pi/\lambda$ and $q=n_o\sin\theta$. The phase across the crystal is $k_0pL$, where $k_0p$ is the wave number along $z$.

For the ordinary wave, polarized perpendicular to the plane of tilt, $p_o^2+q^2=n_o^2$. For the extraordinary wave, $\mathbf D$ lies in the plane of tilt. If its wave normal makes an angle $\theta'$ with $z$, $\mathbf D$ is along $(\cos\theta',-\sin\theta')$ in that plane. Projecting $\eta$ on this direction gives

$$\frac1{n^2}=\frac{\cos^2\theta'}{n_o^2}+\frac{\sin^2\theta'}{n_e^2}.$$

Multiplication by $n^2$, with $p_e=n\cos\theta'$ and $q=n\sin\theta'$, turns this into $p_e^2/n_o^2+q^2/n_e^2=1$. For small $q$ the two solutions are

$$p_o\approx n_o-\frac{q^2}{2n_o},\qquad p_e\approx n_o-\frac{n_oq^2}{2n_e^2}.$$

With $q^2\approx n_o^2\theta^2$, their difference is

$$p_o-p_e\approx b\,\theta^2,\qquad b=\frac{n_o^3}{2}\left(\frac1{n_e^2}-\frac1{n_o^2}\right),$$

and the natural retardation is $\Gamma_n=2\pi Lb\theta^2/\lambda$. Unlike the electro-optic phase at fixed voltage, it grows with length.

Now restore the field, with $E>0$, and tilt the beam towards $\mathbf e_1$. The extraordinary wave is then the one whose index the field lowers. Both effects slow its phase accumulation, so the retardations add to leading order. The condition $\pi V/V_\pi+\Gamma_n=\pi$ gives a half-wave voltage lower by the fraction $\Gamma_n/\pi$. For a tilt towards $\mathbf e_2$ the retardations subtract, and the voltage rises by the same fraction.

With a natural birefringence $n_o-n_e$ of roughly 0.040, $b$ is about 0.042. A tilt of 2 mrad towards $\mathbf e_1$ or $\mathbf e_2$ then shifts the half-wave voltage by about 1 % in a 20 mm crystal and by about 2 % in a 40 mm crystal. The length independence found in part 2 thus holds for a beam along the optic axis.

### Comparison with a real cell

The given indices and coefficient are typical of KDP near room temperature, with $r_{63}$ taken as the value for a slowly varying field and a crystal free to deform. A fast pulse breaks that last assumption. For an aperture of 10 mm and a rough shear sound speed of 1.6 km/s, sound needs about 6 µs to cross the crystal. During a much shorter pulse the strain cannot follow, and the clamped coefficient, roughly 9 pm/V, applies. The half-wave voltage is then about 10 kV; a clamped coefficient between 8.5 and 9.5 pm/V gives values between 10.9 and 9.7 kV.

Temperature matters as well. If $r_{63}$ varies as $1/(T-T_C)$, with a Curie temperature $T_C$ near 120 K, and $n_o$ is held fixed, then $V_\pi$ is proportional to $T-T_C$. At 295 K it rises by about 0.6 % per kelvin, so a crystal 10 K warmer needs about 9.2 kV. This pure Curie law omits any temperature-independent part of $r_{63}$; such a part, of the same sign, makes the drift somewhat smaller. Finally, each uncoated face reflects a fraction $[(n_o-1)/(n_o+1)]^2$, or 4.1 %, at normal incidence. This loss lowers the transmitted power but leaves the half-wave voltage unchanged. Repeated reflections do not shift it either: each extra round trip adds $2\Gamma$ to the relative phase, which is a whole $2\pi$ at $V_\pi$. Interference between the reflected beams does change the size of the transmission.
